The ceiling on midplane ion density between two equipotential electrodes

**Q:** Take an insulating film between two electrodes that can release as many singly charged positive ions as the film will accept. Nothing limits the supply, so I expect the density in the middle to rise as far as we please. Why should it not?

**A:** Because the ions carry charge, and those already inside repel the next ones. Let us see how strongly. The film has thickness L and uniform absolute permittivity ε, and x runs from −L/2 to L/2. The ions are points of charge +q with number density n(x), and they are the only charge in the film. The potential φ has the same value φ_s just inside both electrodes, and no ion current flows.

With mobility μ and diffusivity D, zero current means that drift and diffusion cancel:

−D dn/dx − μ n dφ/dx = 0.

The Einstein relation D = μk_BT/q turns this into

d(ln n)/dx = −(q/k_BT) dφ/dx,

which integrates to

n = n_s exp[−q(φ − φ_s)/k_BT].

Here n_s is the density just inside an electrode. It is the same on both sides because φ is the same there.

**Q:** That is Boltzmann's law in a given potential. Who gives the potential?

**A:** The ions themselves, through Poisson's equation φ″ = −qn/ε. This is the mean-field step: each ion feels the potential of the average density, not of individual neighbours. Let u = ln(n/n₀), with n₀ any fixed reference density. Then u′ = −(q/k_BT)φ′, and one more derivative gives

u″ = a n, with a = q²/(εk_BT).

The right side is positive, so u is convex: the density dips between the electrodes.

**Q:** You will want the dip at the midplane. Could there not be a lopsided solution?

**A:** No. Suppose two solutions u₁ and u₂ have the same edge values. If u₁ − u₂ were positive somewhere, it would have a positive interior maximum, where its second derivative cannot be positive. But there (u₁ − u₂)″ = a(n₁ − n₂) > 0. Exchanging the labels excludes negative values too, so the solution is unique. Its mirror image has the same edge values and must coincide with it. Hence u′(0) = 0, and the least density is n_m = n(0).

**Q:** Then solve it, without skipping the integral.

**A:** Multiply u″ = an by u′. Since u′ = n′/n, the right side becomes an′, and the left side is (u′²/2)′. Integrating from the midplane gives

u′² = 2a(n − n_m).

The field is E = −φ′ = (k_BT/q)u′, so the same equation reads

εE²/2 = k_BT(n − n_m).

The excess ion pressure at any plane is balanced by the electric stress.

For x > 0 we have u′ > 0, and we take the positive root. Write n = n_m/cos²α, with α = 0 at the midplane and 0 ≤ α < π/2. Then

n − n_m = n_m tan²α,
u′ = (−2 ln cos α)′ = 2 tan α · α′.

Inserting both gives

2 tan α · α′ = √(2an_m) tan α.

Away from the midplane tan α is not zero and cancels, leaving a constant slope:

α′ = √(an_m/2) ≡ K, so α = Kx.

Therefore

n(x) = n_m/cos²(Kx), with K² = q²n_m/(2εk_BT).

Differentiation confirms it: u = −2 ln cos(Kx) + constant has u″ = 2K²/cos²(Kx) = an.

**Q:** I still see n_m as a free number. Where is the limit?

**A:** In the cosine. A larger n_m means a larger K, so the density climbs faster on the way out. It must remain finite up to the electrode, so the cosine may not reach zero inside the film or at its edge:

KL/2 < π/2, or K² < π²/L².

With the expression for K² this becomes

n_m < n_cap = 2π²εk_BT/(q²L²).

The sign is strict for every finite n_s. Since n_s = n_m/cos²(KL/2), letting n_s grow without limit drives KL/2 towards π/2 and n_m towards n_cap. The cap is thus a least upper bound, approached but not attained.

**Q:** Give me a number.

**A:** Take relative permittivity 3.0, L = 100 nm and T = 400 K. Then ε = 2.656×10⁻¹¹ F/m and k_BT/q = 34.47 mV. With q = 1.602×10⁻¹⁹ C,

n_cap = 2π² ε(k_BT/q)/(qL²)
= 19.74 × 2.656×10⁻¹¹ × 0.03447/(1.602×10⁻¹⁹ × 10⁻¹⁴) m⁻³
= 1.13×10²² m⁻³ = 1.13×10¹⁶ cm⁻³.

The cap can also be found without the cosine solution. Start at the midplane with zero slope, integrate u″ = an outward numerically, and seek the n_m for which the density diverges just at the electrode. This gives 1.128×10¹⁶ cm⁻³, the same as the formula to the digits shown.

At fixed ε and L the cap is proportional to T and falls to 8.5×10¹⁵ cm⁻³ at 300 K. At fixed ε and T, halving L to 50 nm raises it fourfold, to 4.5×10¹⁶ cm⁻³.

**Q:** Why should a thinner film hold a denser midplane?

**A:** A uniform density n in a film of thickness L produces a potential difference of order qnL²/ε. The ions begin to keep one another out when this is comparable with k_BT/q, which gives n of order εk_BT/(q²L²). That argument supplies the scale; the factor 2π² needs the full solution.

**Q:** No electrode supplies infinite density. How close does a finite one come?

**A:** Let θ = KL/2, and define an edge screening length λ by

λ² = 2εk_BT/(q²n_s).

From K² we have n_m = 8εk_BTθ²/(q²L²). Putting this into n_s = n_m/cos²θ and taking the root gives

θ/cos θ = L/(2λ) ≡ s,
n_m/n_cap = (2θ/π)².

There are two simple limits. For weak supply, s ≪ 1, we have θ ≈ s, and

n_m = n_s cos²θ ≈ n_s(1 − s²).

The film fills almost uniformly, and the cap plays no part.

For strong supply, s ≫ 1, put θ = π/2 − δ. Then cos θ = sin δ, and the condition reads

s sin δ = π/2 − δ.

Replacing sin δ by δ gives δ = (π/2)/(1 + s), so θ = (π/2)s/(1 + s) and

n_m/n_cap ≈ (1 + 1/s)⁻² = (1 + 2λ/L)⁻².

The next term, sin δ ≈ δ − δ³/6, increases δ by about δ³/6 ≈ π³/(48s³). This lowers θ by the same amount. Relative to θ ≈ π/2 the change is −π²/(24s³), and squaring doubles it, so the simple law has a leading relative error such that the true density is lower by π²/(12s³).

**Q:** Is there a picture behind 1 + 2λ/L?

**A:** The cosine solution, continued past the electrode, diverges at x = π/(2K) = πL/(4θ). With the strong-supply value of θ this is L/2 + λ. A finite source acts like an unlimited one placed λ behind the electrode surface, so the film behaves as if its thickness were L + 2λ.

For the example, solving the boundary-value problem by finite differences gives:

n_s = 10¹⁶ cm⁻³: n_m/n_cap = 0.335
n_s = 10¹⁷ cm⁻³: n_m/n_cap = 0.676
n_s = 10¹⁸ cm⁻³: n_m/n_cap = 0.877
n_s = 10¹⁹ cm⁻³: n_m/n_cap = 0.959
n_s = 10²⁰ cm⁻³: n_m/n_cap = 0.987

At 10¹⁹ cm⁻³, λ = 1.069 nm and s = 46.8. The simple law gives (1 + 1/46.8)⁻² = 0.959, in agreement. At 10¹⁶ cm⁻³ it gives 0.356 instead of 0.335, because λ is no longer small compared with L.

**Q:** You raise the edge density ten thousandfold and the midplane gains a factor of three. Where do the other ions go?

**A:** They crowd at the electrodes. By symmetry the field vanishes at the midplane, so Gauss's law for each half of the film gives the ions per electrode area as

N = 2εE_s/q, with E_s = √[2k_BT(n_s − n_m)/ε].

For large n_s, N grows as √n_s without limit while n_m saturates. At n_s = 10¹⁹ cm⁻³ the edge field is 0.645 MV/cm, and

N = 2 × 2.656×10⁻¹¹ × 6.445×10⁷/(1.602×10⁻¹⁹) m⁻²
= 2.14×10¹⁶ m⁻² = 2.14×10¹² cm⁻².

Spread over 100 nm, this is an average of 2.1×10¹⁷ cm⁻³, about twenty times the midplane density of 1.08×10¹⁶ cm⁻³. A measurement of total ion content would therefore say little about the middle of this model film. The midplane potential lies above the edge by

(k_BT/q) ln(n_s/n_m) = 34.47 mV × ln(925) = 235 mV.

**Q:** Your argument used symmetry. Two different electrodes could have unequal edge densities. Might the midplane then exceed the cap?

**A:** It cannot, provided the ions are still in equilibrium. Compare the actual density with the limiting profile

n_∞(x) = n_cap/cos²(πx/L),

and let U = ln(n_∞/n₀). This profile obeys the same equation, U″ = an_∞, because an_cap = 2π²/L². It is infinite at both edges, whereas n is finite there.

If n exceeded n_∞ anywhere, u − U would have a positive interior maximum. Its second derivative there could not be positive, yet it would equal a(n − n_∞) > 0. This is a contradiction, so n ≤ n_∞. Nor can the curves touch: at a point of contact u − U would be at its maximum, so values and slopes would agree. The two solutions would then coincide throughout, which their edge values forbid. Hence

n(x) < n_cap/cos²(πx/L)

at every interior point, for any finite edge densities. At x = 0 this is the cap. Equal potentials are sufficient for it but not necessary. With edge densities of 10²⁰ and 10¹⁷ cm⁻³, for instance, the computed midplane density is 9.3×10¹⁵ cm⁻³.

The bound also has a local meaning. At a distance d ≪ L from an electrode, cos(πx/L) = sin(πd/L) ≈ πd/L, and the ceiling becomes 2εk_BT/(q²d²), independent of L.

**Q:** What if the film contains trapped electrons?

**A:** Then the proof fails, and so can the cap. A uniform fixed negative charge of number density N_neg changes the equation to

u″ = a(n − N_neg).

At a maximum of u − U the second derivative is now a(n − N_neg − n_∞), which need not be positive when n > n_∞. Physically, the trapped charge cancels part of the repulsion. With N_neg = 10¹⁶ cm⁻³ and n_s = 10¹⁹ cm⁻³, the midplane density rises to 1.76×10¹⁶ cm⁻³, or 1.56 times the cap.

**Q:** I also distrust the smooth density. How many ions are we talking about?

**A:** Few. A cube of side L at the cap density holds 11 ions, with a mean spacing of 45 nm. The Bjerrum length, at which two ions have a Coulomb energy k_BT, is

ℓ_B = q²/(4πεk_BT) = 13.9 nm.

At the midplane the spacing exceeds ℓ_B about threefold. At an edge with 10¹⁹ cm⁻³ the spacing n_s^(−1/3) is 4.6 nm, while λ is 1.07 nm. The screening layer is thinner than the distance between its ions, and ℓ_B/λ = 13. Mean-field theory is not justified there.

**Q:** Can the edge spoil the number in the middle?

**A:** Possibly. One omitted effect is the attraction of each ion to its images in the metal. Near one plane, at distance d, the image −q lies 2d away. The force is q²/(16πεd²), and integrating it from far away gives the energy

W = −q²/(16πεd) = −k_BT ℓ_B/(4d).

At a chosen closest approach of 0.3 nm this is −11.6 k_BT. At the midplane the images lie at distances L, 2L, 3L and so on, with alternating signs, and each distance occurs twice, once on either side. The energy is half the ion's Coulomb energy with its images, because they are induced by the ion itself. The factors two and one half cancel, and

W_m = −k_BT(ℓ_B/L)(1 − 1/2 + 1/3 − …) = −k_BT(ℓ_B/L) ln 2 = −0.097 k_BT.

The Boltzmann factor gains exp[−(W − W_m)/k_BT], which exceeds one towards the electrodes. For a given n_m the density then curves upward more strongly and diverges sooner, so a smaller n_m must be chosen. Repeating the outward integration with the full set of images gives a cap of 6.7×10¹⁵ cm⁻³, which is 0.59 of the mean-field value. This is an estimate for one chosen closest approach, and it ignores the screening of the images by other ions. The choice matters greatly: at 0.2 nm the single-plane image energy would be −17.4 k_BT instead of −11.6 k_BT, which makes the largest Boltzmann factor about 300 times greater and lowers the estimated cap to about 0.11 of the mean-field value. At 0.5 nm and 1 nm the ratios are 0.79 and 0.89. The lowered caps also demand extreme edge densities. Reaching 90% of them needs about 3×10²² cm⁻³ at the 0.3 nm plane, comparable with the atomic density of a solid, and about 2×10²⁴ cm⁻³ at the 0.2 nm plane, far above it. A gas of point ions cannot describe such a layer. The calculation therefore gives no error margin for the mean-field cap. It does show that unscreened images would change the number in the middle substantially. Screening by the dense ions near the electrode could remove much of that change, and mean-field theory cannot settle how much. The three digits of the cap therefore belong to the model and not to a real film.

**Q:** And a working interconnect has a voltage across it.

**A:** If both electrodes supply ions, a steady bias V drives a current, and the equilibrium bound no longer applies. A drift-only estimate shows the size of the change. Let z be the distance from the positive electrode, with unlimited supply and E = 0 at z = 0. The current density j = qμnE is constant, and dE/dz = qn/ε. Eliminating n gives

εμE dE/dz = j, so E² = 2jz/(εμ).

Thus E is proportional to √z. Requiring its integral over the film to be V fixes the constant:

E = (3V/2L)√(z/L),
n = (ε/q)dE/dz = [3εV/(4qL²)]√(L/z).

At z = L/2 the density is (3√2/4)εV/(qL²), or 1.76×10¹⁶ cm⁻³ for 1 V. It equals n_cap when V = [8π²/(3√2)]k_BT/q = 18.6 × 34.47 mV = 0.64 V. Neglecting diffusion makes these densities too low. With both edges held at 10¹⁹ cm⁻³, the full drift-diffusion equations give a midplane density of 1.2 times the cap at 0.2 V and 2.8 times the cap at 1 V. The cap is thus passed well below 0.64 V.

**Q:** How much of this carries over to copper in a low-k dielectric?

**A:** The permittivity and thickness are in the rough range of an organosilicate film in a planar test capacitor; spacings between lines in advanced wiring are smaller. The temperature of 400 K is warm for operation and mild for a stress test. The edge densities are chosen, not measured, and the ions are assumed to be singly charged. Zero bias is the assumption that a working device plainly breaks: if both electrodes supply ions freely, 1 V raises the midplane density well above the cap. A barrier layer breaks the assumption of unlimited supply in the other direction. If it held the edge density at 10¹⁶ cm⁻³ in this model, the midplane would reach a third of the cap.

The edge field is 0.64 MV/cm at n_s = 10¹⁹ cm⁻³ and 2.0 MV/cm at 10²⁰ cm⁻³. Against a rough breakdown scale of several MV/cm, the second value is no longer small. Equilibrium also takes time. In an initially empty film with both edges held at 10¹⁹ cm⁻³, the midplane reaches 99% of its final density after about 0.074 L²/D. This is one year for D = 2.3×10⁻¹⁹ cm²/s, and a film with a much smaller diffusivity would not reach the profile in that time. The cap is therefore no substitute for a barrier. Within mean-field theory it limits the middle of an unbiased film without negative charge, while the ion content near the electrodes can keep growing. The numerical output below lists most of the values.

Computed values

```
INPUTS
relative permittivity = 3.0 (dimensionless)
film thickness L = 100 nm
temperature T = 400 K
absolute permittivity = 2.6563e-11 F/m
thermal voltage kB T/q = 34.469 mV
CAP
midplane cap, formula = 1.1280e+22 m^-3
midplane cap, formula = 1.1280e+16 cm^-3
midplane cap, outward integration = 1.1280e+16 cm^-3
cap at 300 K, same film = 8.460e+15 cm^-3
cap at 50 nm and 400 K = 4.512e+16 cm^-3
FINITE SUPPLY: edge density; midplane density; ratio to cap;
  ratio from simple law; edge field
  1e+16 cm^-3; 3.777e+15 cm^-3; 0.3348; 0.3559; 0.0161 MV/cm
  1e+17 cm^-3; 7.621e+15 cm^-3; 0.6756; 0.6787; 0.0620 MV/cm
  1e+18 cm^-3; 9.895e+15 cm^-3; 0.8772; 0.8773; 0.2029 MV/cm
  1e+19 cm^-3; 1.081e+16 cm^-3; 0.9586; 0.9586; 0.6445 MV/cm
  1e+20 cm^-3; 1.113e+16 cm^-3; 0.9866; 0.9866; 2.0390 MV/cm
REFERENCE CASE
edge density = 1e+19 cm^-3
edge screening length lambda = 1.069 nm
L/(2 lambda) = 46.77 (dimensionless)
edge angle theta = 1.5379 rad
midplane potential above edge = 235.4 mV
ions per electrode area = 2.137e+12 cm^-2
UNEQUAL EDGES, 1e20 and 1e17 cm^-3
midplane density = 9.327e+15 cm^-3
NEGLECTED EFFECTS
Bjerrum length = 13.93 nm
Bjerrum length / lambda at edge = 13.0 (dimensionless)
mean ion spacing at cap density = 44.6 nm
cap density times L^3 = 11.3 ions
image energy at midplane = -0.097 kB T
chosen closest approach = 0.3 nm
cap with image energy = 6.657e+15 cm^-3
cap with image energy / cap = 0.590
trapped negative charge = 1e+16 cm^-3
midplane density with it = 1.761e+16 cm^-3
ratio to cap with it = 1.562
applied bias = 1.0 V
drift-only midplane density = 1.758e+16 cm^-3
bias where drift-only value equals cap = 0.641 V
diffusivity for L^2/D of one year = 3.17e-18 cm^2/s
```
